Thermionic emission over a planar barrier: two derivations of the Richardson current, part 1

(Sections cited here and not found follow in the second part.)

## First half: counting the electrons that leave the bulk

Electrons in a semiconductor at temperature T cross a planar barrier into a metal with the one-way current density

J = (m θ² / 2π²) e^(−φ/θ),  θ = k_B T.

Here m is the isotropic effective mass of the conduction band, and φ is the height of the band edge at the top of the barrier, measured from the Fermi level. The formula is in Hartree atomic units: ħ, the free-electron mass and the elementary charge are all 1, and energies are in hartree. In ordinary units it reads

J = A* T² e^(−φ/k_B T),  A* = 4π e m m_e k_B² / h³,

where m is still the mass as a multiple of the free-electron mass m_e. J is a magnitude. The electrons move from the semiconductor to the metal, so the conventional electric current points the other way.

### The contact and its energies

Let the contact plane be normal to x, with the metal on the side of larger x. The semiconductor is n-type and has one conduction valley with the energy

E(k) = (k_x² + k_y² + k_z²) / 2m,

measured from the band edge deep in the bulk. Each wavevector k holds two spin states.

Near the metal the band edge rises. Let U(x) be its height above the bulk edge, so that U = 0 in the bulk and U = Δ at the highest point. Δ is called the band bending. The highest point lies φ above the Fermi level, so the bulk edge lies φ − Δ above it. If φ − Δ is negative, the Fermi level is inside the band and the bulk is degenerate. The derivation of the classical flow over the top covers that case too. In a uniformly doped contact, however, a degenerate bulk makes the barrier thin, and tunnelling through it, which the derivation leaves out, then carries most of the current.

At first there is no applied voltage, and the semiconductor and the metal share one Fermi level. An equal current then flows back from the metal and the net current is zero. J is the current in one direction, which becomes visible when a voltage upsets the balance.

### From states to current

A volume element d³k of wavevector space contains 2 d³k/(2π)³ states per unit volume of crystal. The factor 2 is the spin, and (2π)³ comes from the spacing of plane waves in a large box. A state is filled with probability f, so the density of electrons in the element is 2 f d³k/(2π)³.

These electrons move along x with the group velocity

v_x = ∂E/∂k_x = k_x / m.

In a time t, those that pass through unit area of a plane normal to x come from a slab of thickness v_x t. The number per area and time is therefore the density times v_x. Since the elementary charge is 1, this is also the current density:

J = ∫ (2 d³k / (2π)³) v_x f,

where the integral runs over the electrons that will get across. The plane is placed in the bulk, just before the band begins to rise.

### Which electrons cross

The potential depends on x alone, so there is no force along y or z, and k_y and k_z keep their values. If U varies slowly over an electron wavelength, the motion along x is classical in the local band, and the energy is conserved:

k_x(x)²/2m + U(x) + (k_y² + k_z²)/2m = constant.

The last term on the left is itself constant, so it can be dropped from both sides. What remains is a one-dimensional energy law,

k_x(x)²/2m + U(x) = k_x²/2m,

with the bulk value of k_x on the right. The electron reaches the top if k_x(x)² stays positive all the way, which requires

k_x > 0 and k_x²/2m > Δ.

The energy of motion along the plane does not help. An electron with a large k_y and a small k_x turns back, however large its total energy. This step needs three things: a potential that is flat along the plane, one mass throughout the region, and no collisions between the bulk plane and the top.

Two quantum effects are set aside as well. Electrons below the top are taken to return without tunnelling, and electrons above it are taken to pass without reflection.

### How the crossing electrons are distributed

In equilibrium a state at energy E above the bulk edge lies E + φ − Δ above the Fermi level. Write X for this height divided by θ. The Fermi-Dirac occupation is

f = 1/(e^X + 1) = e^(−X) / (1 + e^(−X)).

Replacing it by e^(−X) makes an error, relative to e^(−X), of

(e^(−X) − f) / e^(−X) = 1 − 1/(1 + e^(−X)) = e^(−X)/(1 + e^(−X)),

which is less than e^(−X). Every crossing electron has E > Δ, so X > φ/θ, and the relative error is below e^(−φ/θ). For a barrier many times θ it is negligible. This leaves the Maxwell-Boltzmann form

f = e^(−(φ−Δ)/θ) e^(−E/θ).

What counts is that the crossing electrons are dilute. The bulk itself may be degenerate, because the states near its band edge do not enter the integral. This concerns the flow over the top only and presumes a barrier too thick to tunnel through.

### The integral

The energy is a sum of three squares, so the exponential is a product, and the crossing condition involves k_x alone. The integral therefore splits:

J = (2/(2π)³) e^(−(φ−Δ)/θ) · P · N,

P = ∫∫ e^(−(k_y² + k_z²)/2mθ) dk_y dk_z,

N = ∫ (k_x/m) e^(−k_x²/2mθ) dk_x, from k_x = √(2mΔ) to ∞.

For the parallel factor P, use polar coordinates in the (k_y, k_z) plane, with radius κ. The area element, integrated over the angle, is 2πκ dκ. Let t = κ²/2m be the energy of motion along the plane. Then dt = κ dκ/m, so 2πκ dκ = 2πm dt, and

P = 2πm ∫₀^∞ e^(−t/θ) dt = 2πmθ.

P is the product of two equal one-dimensional integrals, so each of them is √(2πmθ).

For the normal factor N, let w = k_x²/2m − Δ be the normal energy left over at the top. Then dw = (k_x/m) dk_x, which is the combination present in the integrand. The lower limit becomes w = 0, and

N = ∫₀^∞ e^(−(Δ+w)/θ) dw = θ e^(−Δ/θ).

Now collect the factors. The numerical ones give

2 · 2π / (2π)³ = 4π / 8π³ = 1/2π².

The exponentials give

e^(−(φ−Δ)/θ) · e^(−Δ/θ) = e^(−φ/θ).

With the remaining mθ from P and θ from N,

J = (m θ² / 2π²) e^(−φ/θ),

which is the stated result.

To restore ordinary units, note that a number of particles per area and time is obtained from mass × energy² / ħ³. Multiplying by the charge e gives

J = e m m_e (k_B T)² e^(−φ/k_B T) / (2π² ħ³).

With ħ = h/2π, 1/ħ³ = 8π³/h³, and 8π³/2π² = 4π. This gives the A* quoted at the start.

### What the factors mean

The band bending has cancelled. A larger Δ at fixed φ means that a smaller fraction of the bulk electrons can climb to the top, but it also means that the bulk edge is nearer to the Fermi level and the bulk holds more electrons. In the Boltzmann regime the two exponentials compensate. The current depends on how far the top is from the Fermi level.

The two powers of θ have different origins. One comes from P: the range of parallel energies in use has a width of order θ. The other comes from N: so does the range of normal energies.

The mass enters through P alone. In N the velocity k_x/m multiplies dk_x to make an energy interval, and the mass drops out: heavy electrons are slower, but their states lie closer together in energy, and the two effects cancel. Along the plane no velocity appears, and the larger number of states of a heavy band remains. Hence J is proportional to m at fixed φ and temperature.

Before integration, the current carried in the intervals dw and dt is

dJ = (m/2π²) e^(−(φ+w+t)/θ) dw dt.

Both energies have the same exponential distribution, so their averages over the emitted electrons are equal:

⟨w⟩ = ∫₀^∞ w e^(−w/θ) dw / ∫₀^∞ e^(−w/θ) dw = θ² / θ = θ,

and likewise ⟨t⟩ = θ. In a gas at rest the mean energy of motion along x is θ/2. The emitted stream has θ at the top because the factor v_x favours fast electrons.

The same form shows how quantum transmission would enter. Suppose that an electron with normal energy w relative to the top gets through with probability D(w). Then, for a bulk dilute enough that Boltzmann occupation also holds below the top,

J = (mθ/2π²) e^(−φ/θ) ∫ D(w) e^(−w/θ) dw, from w = −Δ to ∞.

Setting D = 0 for w < 0 and D = 1 for w > 0 makes the integral θ and restores the result. Tunnelling adds current from w < 0, and reflection removes some from w > 0. The Richardson formula is reliable when D is close to this step wherever the integrand matters. Otherwise the error is the difference between the gain and the loss, which may partly cancel. A thin barrier or a low temperature favours tunnelling. An abrupt change of potential and mass at the metal reflects slow electrons just above the top. How large both effects are depends on the shape of the barrier near the interface. The currents worked out below take D as the step and are values of the classical model.

### A worked example

Take the round model parameters m = 0.50, φ = 0.020 hartree, Δ = 0.014 hartree and T = 300 K. The numerical output after the text lists the values used here. The thermal energy is θ = 9.5004 × 10⁻⁴ hartree, so φ/θ = 21.05 and Δ/θ = 14.74.

The factors of the integral, in atomic units, are

P = 2πmθ = 2.985 × 10⁻³,

N = θ e^(−Δ/θ) = 3.784 × 10⁻¹⁰,

e^(−(φ−Δ)/θ) = 1.808 × 10⁻³.

With 2/(2π)³ = 1/4π³ in front,

J = (1/4π³)(1.808 × 10⁻³)(2.985 × 10⁻³)(3.784 × 10⁻¹⁰) = 1.646 × 10⁻¹⁷ a.u.

The closed formula gives the same value from its own two factors:

J = (2.286 × 10⁻⁸)(7.201 × 10⁻¹⁰) = 1.646 × 10⁻¹⁷ a.u.

One atomic unit of current density is 2.365 × 10¹⁴ A/cm², so J = 3.89 × 10⁻³ A/cm². The Richardson constant for this mass is A* = 60.1 A/(cm² K²), half of the value 120.2 A/(cm² K²) for m = 1.

A direct sum of v_x f over a three-dimensional grid of wavevectors reproduces J. It does so again when the bulk is made degenerate at the same φ and the full Fermi-Dirac occupation is used, which tests the claim that the bulk filling does not matter for the classical flow over the top. It does matter for the width of a real barrier. With uniform doping and a dielectric constant of 12, the example has about 1.6 × 10¹⁶ electrons per cm³ and a depletion layer about 180 nm wide. A degenerate bulk with Δ = 0.022 hartree has about 2.6 × 10¹⁹ per cm³ and a layer about 5.5 nm wide, through which the tunnelling current exceeds J by four to five orders of magnitude.

### Reading the barrier from two temperatures

If φ does not change with temperature, dividing J by T² and taking the logarithm gives

ln(J/T²) = ln A* − φ/θ.

Plotted against 1/θ this is a straight line of slope −φ. In the example, raising T to 400 K makes θ = 1.2667 × 10⁻³ hartree and multiplies J by 343.2. The change in ln(J/T²) is

ln 343.2 − 2 ln(400/300) = 5.838 − 0.575 = 5.263.

The change in 1/θ is 789.44 − 1052.58 = −263.1 per hartree. The ratio is

φ = 5.263 / 263.1 = 0.0200 hartree,

as it should be.

If the barrier falls linearly with temperature, φ = φ₀ − aθ with a constant number a, then

e^(−φ/θ) = e^a e^(−φ₀/θ).

The plot is still straight. Its slope gives φ₀, the value extrapolated to zero temperature, and its intercept gives A* e^a in place of A*. A straight line is therefore no proof that the barrier is constant, and an intercept that differs from ln A* does not by itself show that the mass is wrong.

## Second half: counting the electrons at the top of the barrier

The symbols carry over. The band has isotropic mass m and two spin states per wavevector, θ = k_B T, φ is the height of the barrier top above the Fermi level, and Δ is its height above the bulk band edge. All formulas are in Hartree atomic units. The first half followed electrons from the bulk and found

J = (m θ² / 2π²) e^(−φ/θ).

In the example m = 0.50, φ = 0.020 hartree, Δ = 0.014 hartree and T = 300 K, with θ = 9.5004 × 10⁻⁴ hartree and J = 1.646 × 10⁻¹⁷ a.u.

The second derivation does not follow any electron uphill. It looks at the plane through the top of the barrier and treats the electrons there as a gas.

Following the electrons from the bulk has given the classical one-way current over the barrier, which depends on the height of the top above the Fermi level and not separately on the band bending. What remains is to derive the same current from the gas of electrons at the top, and to see what changes when a voltage is applied or collisions limit the supply.

Numerical values quoted here were computed with a short program.
